# Counting coherence orders and spins in a spin-1/2 cluster: a numerical check

```python
# Result under test: among N distinguishable spins-1/2 the number of matrix
# elements |r><s| with M_r - M_s = p is binomial(2N, N+p) (populations are
# included at p = 0), and for large N, p^4 << 6 N^3, this is close to
# 4^N exp(-p^2/N) / sqrt(pi N).
# M: total spin projection; p: coherence order; rho: density-operator deviation;
# g_p: sum of |rho_rs|^2 over elements of order p (multiple-quantum intensity).
# Spin dynamics uses hbar = 1, couplings in units of their standard deviation d.
import math
import numpy as np

rng = np.random.default_rng(12345)


def projections(n_spins):
    return np.array([n_spins / 2 - bin(s).count("1")
                     for s in range(2**n_spins)])


def order_matrix(n_spins):
    m = projections(n_spins)
    return np.rint(m[:, None] - m[None, :]).astype(int)


def by_order(weights, orders, n_spins):
    return np.bincount((orders + n_spins).ravel(), weights=weights.ravel(),
                       minlength=2 * n_spins + 1)


def binomial_count(n_spins, p):
    return math.comb(2 * n_spins, n_spins + p) if abs(p) <= n_spins else 0


# --- Counting by explicit enumeration of all pairs of product states
for n in range(1, 9):
    found = np.bincount((order_matrix(n) + n).ravel(), minlength=2 * n + 1)
    assert all(int(found[p + n]) == binomial_count(n, p)
               for p in range(-n, n + 1))
    for phi in (0.3, 1.1, 2.5):
        series = sum(found[p + n] * np.cos(p * phi) for p in range(-n, n + 1))
        assert abs(series - (2 * np.cos(phi / 2))**(2 * n)) < 1e-10 * 4**n
    if n >= 2:
        p_all = np.arange(-n, n + 1)
        even = p_all % 2 == 0
        for chosen in (np.ones_like(even), even):
            moment = np.sum(p_all[chosen]**2 * found[chosen])
            assert abs(moment / found[chosen].sum() - n / 2) < 1e-12

n = 6
found = np.bincount((order_matrix(n) + n).ravel(), minlength=2 * n + 1)
print("N=6 spins: number of elements by order (counts)")
for p in range(n + 1):
    print(f"  p={p}: {found[p + n]}")
print(f"  all orders, both signs: {found.sum()}")
print(f"  populations: {2**n}; zero-quantum coherences: {found[n] - 2**n}")

# --- Gaussian limit, its upper bound and its corrections
for n in (5, 20, 200):
    for p in range(1, n + 1):
        log_ratio = math.log(binomial_count(n, p)) - math.log(
            binomial_count(n, 0))
        assert log_ratio < -p**2 / (n + 0.5)
n, p = 200, 20
shifted = n + 0.5
log_ratio = math.log(binomial_count(n, p)) - math.log(binomial_count(n, 0))
two_terms = -p**2 / shifted - p**2 * (2 * p**2 - 1) / (12 * shifted**3)
remainder = log_ratio - two_terms
assert abs(remainder / (-p**6 / (15 * shifted**5)) - 1) < 0.05
print("Central count / [4^N/sqrt(pi N)] (dimensionless)")
for n, limit in ((20, 0.01), (200, 0.001)):
    central = binomial_count(n, 0) / 4**n * math.sqrt(math.pi * n)
    assert abs(central - 1) < limit
    print(f"  N={n}: {central:.6f}")

n = 20
print("N=20: p, n_p/n_0 exact, exp(-p^2/N), exact/Gaussian, N from ratio")
for p in (2, 4, 6, 8, 10, 12):
    exact = binomial_count(n, p) / binomial_count(n, 0)
    gauss = math.exp(-p**2 / n)
    estimate = -p**2 / math.log(exact)
    print(f"  {p:2d} {exact:.6f} {gauss:.6f} {exact / gauss:.4f}"
          f" {estimate:.3f}")
    if p <= 4:
        assert abs(exact / gauss - 1) < 0.03

# --- Mixture of two cluster sizes with equal total intensity
mixture = {p: 0.5 * binomial_count(10, p) / 4**10
           + 0.5 * binomial_count(40, p) / 4**40 for p in range(-40, 41)}
mixture_moment = 2 * sum(p**2 * g for p, g in mixture.items())
assert abs(mixture_moment - 25) < 1e-10
mix_estimate = {p: p**2 / math.log(mixture[0] / mixture[p])
                for p in (4, 10)}
assert mix_estimate[4] < mixture_moment < mix_estimate[10]
print("Equal-intensity mixture of N=10 and N=40 (apparent spin number)")
print(f"  2<p^2>: {mixture_moment:.3f}")
for p, value in mix_estimate.items():
    print(f"  from g_0/g_p at p={p}: {value:.3f}")

# --- Uniformly random unitaries: are all elements equally weighted?
n, samples = 4, 4000
dim = 2**n
gaussian = (rng.normal(size=(samples, dim, dim))
            + 1j * rng.normal(size=(samples, dim, dim)))
q, r = np.linalg.qr(gaussian)
diag_r = np.diagonal(r, axis1=1, axis2=2)
q = q * (diag_r / abs(diag_r))[:, None, :]
iz = projections(n)
rho = (q * iz) @ q.conj().transpose(0, 2, 1)
mean_square = np.mean(abs(rho)**2, axis=0)
off_diagonal = ~np.eye(dim, dtype=bool)
expected = np.sum(iz**2) / (dim**2 - 1)
orders = order_matrix(n)
print("Random unitaries, N=4: mean |rho_rs|^2 / [Tr Iz^2/(D^2-1)]")
for p in range(n + 1):
    value = mean_square[(orders == p) & off_diagonal].mean() / expected
    # sampling error is below 2 percent even for the single element at p=N
    assert abs(value - 1) < 0.08
    print(f"  coherences p={p}: {value:.3f}")
diagonal_value = np.diag(mean_square).mean() / expected
assert abs(diagonal_value - (dim - 1) / dim) < 0.03
print(f"  populations: {diagonal_value:.3f}; predicted {(dim - 1) / dim:.4f}")

# --- Eight spins under H = 1/2 sum D_jk (I+I+ + I-I-), random D_jk
n = 8
dim = 2**n
iz = projections(n)
orders = order_matrix(n)
hamiltonian = np.zeros((dim, dim))
for j in range(n):
    for k in range(j + 1, n):
        coupling = rng.normal()
        for state in range(dim):
            if (state >> j) & 1 == (state >> k) & 1:
                flipped = state ^ (1 << j) ^ (1 << k)
                hamiltonian[flipped, state] += 0.5 * coupling
energies, vectors = np.linalg.eigh(hamiltonian)
norm = np.sum(iz**2)
p_all = np.arange(-n, n + 1)


def propagator(time):
    return (vectors * np.exp(-1j * energies * time)) @ vectors.T


def intensities(time):
    u = propagator(time)
    rho_t = (u * iz) @ u.conj().T
    return by_order(abs(rho_t)**2, orders, n) / norm


# Full phase-encoded echo experiment compared with the sum over elements
u = propagator(1.5)
direct = intensities(1.5)
phase_count = 20
phases = 2 * np.pi * np.arange(phase_count) / phase_count
signal = []
for phi in phases:
    cycle = u.conj().T @ (np.exp(-1j * phi * iz)[:, None] * u)
    final = (cycle * iz) @ cycle.conj().T
    signal.append(np.sum(iz * np.diag(final)) / norm)
signal = np.array(signal)
encoded = np.array([np.mean(signal * np.exp(1j * p * phases)) for p in p_all])
assert np.max(abs(encoded - direct)) < 1e-10
assert np.max(direct[p_all % 2 != 0]) < 1e-20
assert abs(direct.sum() - 1) < 1e-10

print("Eight-spin cluster: 2<p^2> at time t (t in 1/d)")
for time in (0.1, 0.3, 1.0, 3.0):
    width = 2 * np.sum(p_all**2 * intensities(time))
    if time == 0.1:
        assert width < n / 2
    print(f"  t={time:.1f}: {width:.3f}")
late = np.mean([intensities(t) for t in np.linspace(20, 120, 100)], axis=0)
late_width = 2 * np.sum(p_all**2 * late)
print(f"  mean over 100 times, t=20 to 120: {late_width:.3f}")
print("Late mean intensity g_p/sum g, and even-order binomial share")
even_total = sum(binomial_count(n, int(p)) for p in p_all if p % 2 == 0)
for p in range(0, n + 1, 2):
    print(f"  p={p}: {late[p + n]:.6f} {binomial_count(n, p) / even_total:.6f}")

print("verified")
```

Printed output:

```
N=6 spins: number of elements by order (counts)
  p=0: 924
  p=1: 792
  p=2: 495
  p=3: 220
  p=4: 66
  p=5: 12
  p=6: 1
  all orders, both signs: 4096
  populations: 64; zero-quantum coherences: 860
Central count / [4^N/sqrt(pi N)] (dimensionless)
  N=20: 0.993770
  N=200: 0.999375
N=20: p, n_p/n_0 exact, exp(-p^2/N), exact/Gaussian, N from ratio
   2 0.822511 0.818731 1.0046 20.471
   4 0.455957 0.449329 1.0148 20.373
   6 0.168353 0.165299 1.0185 20.206
   8 0.040530 0.040762 0.9943 19.964
  10 0.006149 0.006738 0.9126 19.641
  12 0.000558 0.000747 0.7473 19.222
Equal-intensity mixture of N=10 and N=40 (apparent spin number)
  2<p^2>: 25.000
  from g_0/g_p at p=4: 15.885
  from g_0/g_p at p=10: 27.879
Random unitaries, N=4: mean |rho_rs|^2 / [Tr Iz^2/(D^2-1)]
  coherences p=0: 0.995
  coherences p=1: 1.000
  coherences p=2: 1.005
  coherences p=3: 1.005
  coherences p=4: 1.006
  populations: 0.934; predicted 0.9375
Eight-spin cluster: 2<p^2> at time t (t in 1/d)
  t=0.1: 0.720
  t=0.3: 3.982
  t=1.0: 6.837
  t=3.0: 8.634
  mean over 100 times, t=20 to 120: 8.791
Late mean intensity g_p/sum g, and even-order binomial share
  p=0: 0.376541 0.392761
  p=2: 0.243355 0.244385
  p=4: 0.061856 0.055542
  p=6: 0.006518 0.003662
  p=8: 0.000000 0.000031
verified
```
